# Hall density and Hall mobility of two parallel electron channels: a program that tests the result

```python
"""Low-field Hall effect of two parallel electron sheets.

Result under test, for densities n_i and mobilities mu_i in a common field:
    Hall density  n_H  = (sum n mu)^2 / (sum n mu^2)
    Hall mobility mu_H = (sum n mu^2) / (sum n mu)
Units: energy eV, length angstrom (A), time hbar/eV, charge e.
Mobility means hbar*mu/e in A^2; magnetic field b means e*B/hbar in A^-2.
Sheet conductance is in e^2/hbar. Electron charge is -1, b points along +z.
The independent side averages free flights between random collisions.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

HBAR2_OVER_ME = const.hbar**2 / (const.m_e * const.e) * 1e20  # eV A^2
MOBILITY_TO_A2 = 1e-4 * const.hbar / const.e * 1e20  # from cm^2/(V s)
DENSITY_TO_A2 = 1e-16                                # from cm^-2
FIELD_TO_TESLA = const.hbar / const.e * 1e20         # from A^-2

nodes, weights = np.polynomial.legendre.leggauss(120)
flight_times = 20.0 * (nodes + 1.0)      # in units of tau, from 0 to 40
flight_weights = 20.0 * weights * np.exp(-flight_times)


def flight_conductivity(density, tau, mass, b):
    """Conductivity tensor from the mean velocity over random free flights."""
    field_scale = 1e-6                   # eV/A, keeps matrices well scaled
    generator = np.zeros((4, 4))         # state: vx, vy, Ex, Ey
    generator[0, 1] = -b / mass
    generator[1, 0] = b / mass
    generator[0, 2] = generator[1, 3] = -field_scale / mass
    mean_velocity = np.zeros((2, 2))
    for x, w in zip(flight_times, flight_weights):
        mean_velocity += w * expm(generator * tau * x)[:2, 2:]
    return -density * mean_velocity / field_scale


def balance_conductivity(density, tau, mass, b):
    """Conductivity tensor from steady momentum balance."""
    friction = np.array([[mass / tau, b], [-b, mass / tau]])
    return density * np.linalg.inv(friction)


def measure(n, tau, mass, b, method=flight_conductivity):
    """Return Hall density, longitudinal resistivity and jy_i/(Jx b)."""
    tensors = [method(n[i], tau[i], mass[i], b) for i in range(2)]
    resistivity = np.linalg.inv(tensors[0] + tensors[1])
    electric_field = resistivity[:, 0]   # total current is (1, 0)
    transverse = [(t @ electric_field)[1] / b for t in tensors]
    return -b / resistivity[1, 0], resistivity[0, 0], transverse


def formulas(n, mu):
    """Derived low-field results and leading field coefficients."""
    s1, s2, total = np.sum(n * mu), np.sum(n * mu**2), np.sum(n)
    spread = n[0] * n[1] * (mu[0] - mu[1])**2
    product = mu[0] * mu[1]
    return {
        "density": s1**2 / s2,
        "mobility": s2 / s1,
        "missing": spread / s2,
        "counterflow": n[0] * n[1] * product * (mu[0] - mu[1]) / s1**2,
        "hall_rise": product**2 * total * spread / (s1**2 * s2),
        "magnetoresistance": product * spread / s1**2,
    }


def hall_density_at_field(n, mu, b):
    s1, s2, total = np.sum(n * mu), np.sum(n * mu**2), np.sum(n)
    extra = (mu[0] * mu[1] * b)**2
    return (s1**2 + total**2 * extra) / (s2 + total * extra)


def check_case(n, mu, mass):
    """Compare free-flight averages with every derived formula."""
    tau = mass * mu
    f = formulas(n, mu)
    for i in range(2):
        sigma = flight_conductivity(n[i], tau[i], mass[i], 0.0)
        assert np.allclose(sigma, n[i] * mu[i] * np.eye(2), rtol=1e-9)
        b = 1e-4
        sigma = flight_conductivity(n[i], tau[i], mass[i], b)
        sxx = n[i] * mu[i] / (1 + (mu[i] * b)**2)
        syx = mu[i] * b * sxx
        assert np.allclose(sigma, [[sxx, -syx], [syx, sxx]], rtol=1e-8)
        balance = balance_conductivity(n[i], tau[i], mass[i], b)
        assert np.allclose(sigma, balance, rtol=1e-8)
    n_h, rho, transverse = measure(n, tau, mass, 1e-8)
    assert np.isclose(n_h, f["density"], rtol=1e-7)
    assert np.isclose(1 / (rho * n_h), f["mobility"], rtol=1e-7)
    assert np.isclose(np.sum(n) - n_h, f["missing"], rtol=1e-6)
    assert np.isclose(transverse[0], f["counterflow"], rtol=1e-5)
    assert np.isclose(transverse[1], -f["counterflow"], rtol=1e-5)
    # At this field the next order in b^2 is far below one percent.
    b = 2e-6
    n_b, rho_b, _ = measure(n, tau, mass, b)
    assert np.isclose((n_b / n_h - 1) / b**2, f["hall_rise"], rtol=1e-2)
    assert np.isclose((rho_b / rho - 1) / b**2,
                      f["magnetoresistance"], rtol=1e-2)
    for b in (1e-5, 1e-4):
        n_b = measure(n, tau, mass, b)[0]
        assert np.isclose(n_b, hall_density_at_field(n, mu, b), rtol=1e-7)
    n_high = measure(n, tau, mass, 1.0, balance_conductivity)[0]
    assert np.isclose(n_high, np.sum(n), rtol=1e-4)
    return n_h, rho, transverse


density_cm = np.array([1e13, 1e13])
mobility_cm = np.array([2000.0, 100.0])
mass_ratio = 0.2
n = density_cm * DENSITY_TO_A2
mu = mobility_cm * MOBILITY_TO_A2
mass = np.full(2, mass_ratio / HBAR2_OVER_ME)
tau = mass * mu

n_h, rho0, transverse = check_case(n, mu, mass)
mu_h = 1 / (rho0 * n_h)
check_case(np.array([0.7e-3, 2.2e-3]), np.array([9000.0, 1500.0]),
           np.array([0.2, 0.5]) / HBAR2_OVER_ME)

# The Hall results must not depend on the masses at fixed mobilities.
other_mass = mass * np.array([0.5, 3.0])
n_other, rho_other, _ = measure(n, other_mass * mu, other_mass, 1e-8)
assert np.isclose(n_other, n_h, rtol=1e-7)
assert np.isclose(rho_other, rho0, rtol=1e-9)

# Equal mobilities must give the full density and no magnetoresistance.
equal_tau = mass * mu[0]
n_equal, rho_equal, _ = measure(n, equal_tau, mass, 1e-4)
rho_equal_zero = measure(n, equal_tau, mass, 1e-8)[1]
assert np.isclose(n_equal, np.sum(n), rtol=1e-7)
assert np.isclose(rho_equal, rho_equal_zero, rtol=1e-7)

# The rounded values claimed in the exercise.
n_h_cm = n_h / DENSITY_TO_A2
mu_h_cm = mu_h / MOBILITY_TO_A2
assert abs(n_h_cm - 1.1e13) < 0.05e13
assert abs(mu_h_cm - 1910) < 5

for i in range(2):
    print(f"channel {i+1} density: {n[i]:.4e} A^-2 = {density_cm[i]:.1e} cm^-2")
    print(f"channel {i+1} mobility: {mu[i]:.2f} A^2 = "
          f"{mobility_cm[i]:.0f} cm^2/(V s)")
    print(f"channel {i+1} conductance n mu: {n[i]*mu[i]:.5f} e^2/hbar")
    print(f"channel {i+1} n mu^2: {n[i]*mu[i]**2:.5e} A^2")
    print(f"channel {i+1} relaxation time: {tau[i]:.3f} hbar/eV")
    print(f"channel {i+1} broadening hbar/tau: {1/tau[i]:.5f} eV")
print(f"chosen effective mass: {mass_ratio:.1f} m_e")
print(f"total conductance S1: {np.sum(n*mu):.5f} e^2/hbar")
print(f"sum S2 of n mu^2: {np.sum(n*mu**2):.5e} A^2")
print(f"Hall density: {n_h:.6e} A^-2 = {n_h_cm:.5e} cm^-2")
print(f"Hall mobility: {mu_h:.2f} A^2 = {mu_h_cm:.2f} cm^2/(V s)")
print(f"true total density: {np.sum(n):.4e} A^-2")
print(f"density missed by Hall effect: {np.sum(n)-n_h:.6e} A^-2")
print(f"Hall density / total density: {n_h/np.sum(n):.5f}")
print(f"density-averaged mobility S1/N: {np.sum(n*mu)/np.sum(n):.2f} A^2")
print(f"fast-channel share of conductance: {n[0]*mu[0]/np.sum(n*mu):.5f}")
print(f"fast-channel share of S2: {n[0]*mu[0]**2/np.sum(n*mu**2):.5f}")
for i in range(2):
    print(f"channel {i+1} jy/(Jx b), low field: {transverse[i]:.3f} A^2")
for b in (1e-5, 1e-4):
    n_b, rho_b, _ = measure(n, tau, mass, b)
    print(f"field b: {b:.0e} A^-2 = {b*FIELD_TO_TESLA:.4f} T")
    print(f"  mu1 b: {mu[0]*b:.5f}, mu2 b: {mu[1]*b:.6f} (no unit)")
    print(f"  Hall density: {n_b:.6e} A^-2")
    print(f"  relative rise of Hall density: {n_b/n_h-1:.4e} (no unit)")
    print(f"  relative magnetoresistance: {rho_b/rho0-1:.4e} (no unit)")
f = formulas(n, mu)
print(f"rise coefficient / mu2^2: {f['hall_rise']/mu[1]**2:.4f} (no unit)")
print("all tests passed")
```

Printed output:

```
channel 1 density: 1.0000e-03 A^-2 = 1.0e+13 cm^-2
channel 1 mobility: 13164.24 A^2 = 2000 cm^2/(V s)
channel 1 conductance n mu: 13.16424 e^2/hbar
channel 1 n mu^2: 1.73297e+05 A^2
channel 1 relaxation time: 345.520 hbar/eV
channel 1 broadening hbar/tau: 0.00289 eV
channel 2 density: 1.0000e-03 A^-2 = 1.0e+13 cm^-2
channel 2 mobility: 658.21 A^2 = 100 cm^2/(V s)
channel 2 conductance n mu: 0.65821 e^2/hbar
channel 2 n mu^2: 4.33243e+02 A^2
channel 2 relaxation time: 17.276 hbar/eV
channel 2 broadening hbar/tau: 0.05788 eV
chosen effective mass: 0.2 m_e
total conductance S1: 13.82245 e^2/hbar
sum S2 of n mu^2: 1.73730e+05 A^2
Hall density: 1.099751e-03 A^-2 = 1.09975e+13 cm^-2
Hall mobility: 12568.71 A^2 = 1909.52 cm^2/(V s)
true total density: 2.0000e-03 A^-2
density missed by Hall effect: 9.002494e-04 A^-2
Hall density / total density: 0.54988
density-averaged mobility S1/N: 6911.23 A^2
fast-channel share of conductance: 0.95238
fast-channel share of S2: 0.99751
channel 1 jy/(Jx b), low field: 567.167 A^2
channel 2 jy/(Jx b), low field: -567.167 A^2
field b: 1e-05 A^-2 = 0.6582 T
  mu1 b: 0.13164, mu2 b: 0.006582 (no unit)
  Hall density: 1.099828e-03 A^-2
  relative rise of Hall density: 7.0747e-05 (no unit)
  relative magnetoresistance: 7.0919e-04 (no unit)
field b: 1e-04 A^-2 = 6.5821 T
  mu1 b: 1.31642, mu2 b: 0.065821 (no unit)
  Hall density: 1.107465e-03 A^-2
  relative rise of Hall density: 7.0147e-03 (no unit)
  relative magnetoresistance: 6.9832e-02 (no unit)
rise coefficient / mu2^2: 1.6331 (no unit)
all tests passed
```
